Phonon-assisted interband tunnelling: the F^(5/2) law and its phonon thresholds, part 2

Phonons help electrons tunnel across an indirect gap E_g, from the valence (v) to the conduction band (c), under a constant force F along +x. Hartree atomic units are used; temperature enters as kT.

By assumption A3, each phonon branch has constant frequency ω and constant, nonzero deformation potential D. ρ is the mass density, N = 1/(exp(ω/kT) − 1), M = m_xc + m_xv, μ = m_xc m_xv/M, and d = √(m_x m_y m_z) for each parabolic band. The rate per volume is

G = Σ_branches (2πD²/ρω) Σ_valleys [(N + 1) J(E_g + ω) + N J(E_g − ω)],   (1)

J(Δ) = (d_c d_v/8π³) θ² Ai₃(Δ/θ),   θ³ = F²/(8μ),   (2)

with Ai₃(z) = ½ ∫₀^∞ u² Ai(z + u) du and Ai the Airy function. In weak field, for Δ > 0,

J(Δ) = [d_c d_v/(16π^(7/2))] (8μ)^(−5/4) Δ^(−7/4) F^(5/2) exp(−ζ) [1 − 185/(72ζ) + …],   ζ = 4√(2μ) Δ^(3/2)/(3F).   (3)

Lemma 1, which sums over all phonon wave vectors, gives

J(Δ) = ∫ ds R_v(s) R_c(Δ − s),   (4)

where R(s) is the local density of states at energy distance s from the band edge. In weak field

R(s) ≈ √(m_y m_z) F/(16π²s) × exp(−S),   S = 4√(2m_x) s^(3/2)/(3F).   (11)

Lemma 4: J comes from near s_c = Δm_xv/M, s_v = Δm_xc/M, where both envelopes have the decay constant κ = √(2μΔ). The product of the densities is a Gaussian in s with variance σ² = Fκ/(2M). The phonon wave vector, counted from the one joining the extrema, has

⟨q_i²⟩ = (m_ic + m_iv) F/(2κ),   i = x, y, z.   (10)

Still to be proved are part (c), a direct-gap rate proportional to F² exp(−const/F), and part (d), conductance thresholds at |eV| = ω in a cold degenerate junction.

The model has E_g = 1.1 eV, valley masses 0.9, 0.2, 0.2, valence mass 0.3 and phonons of 20, 40, 50 and 60 meV. The opening quoted 60 meV absorption as ten times faster than emission at 1 MV/cm and 300 K.

In the model at 1 MV/cm, the dominant valleys have the mass 0.2 along the field, the valence mass is 0.3 and, for the 20 meV emission channel with Δ = E_g + ω, κ = 0.0994 bohr⁻¹. Along the field, ⟨q_x²⟩ = 0.5 × 1.945×10⁻⁴/(2 × 0.0994) = 4.9×10⁻⁴, so the root mean square is 0.022 bohr⁻¹. Along the heavy axis of the valley it is 0.034 bohr⁻¹. The reciprocal-lattice scale 2π/(10 bohr) is 0.628 bohr⁻¹. The root-mean-square spreads are thus 3.5 and 5.5 percent of that scale, and the region is about a tenth of it across, which supports constant D and ω and the extended sum in Lemma 1.

Remark (the count behind 5/2). Each density in (11) carries one factor F, which comes from the integral over that band's transverse energy. The Gaussian integral √(2πσ²) adds √F. The total is F × F × √F. The constants agree as well. Inserting s_c s_v = Δ²μ/M and m_xc m_xv = μM, the product gives

d_c d_v/√(μM) × F² M/(256π⁴ Δ² μ) × √(πFκ/M) = d_c d_v F^(5/2) √(πκ)/(256π⁴ μ^(3/2) Δ²).

With √κ = (2μΔ)^(1/4) this is 2^(1/4) d_c d_v F^(5/2) μ^(−5/4) Δ^(−7/4)/(256π^(7/2)). Since 16 × 8^(5/4) = 256/2^(1/4), it coincides with the prefactor in (3).

If symmetry made D vanish at the extrema and grow linearly with q_y, then D² would bring in ⟨q_y²⟩, which is proportional to F, and the leading power would be 7/2. The nonzero D in A3 is therefore essential to the power 5/2.

Proof of part (c): the direct gap

Let both extrema be at the same wave vector, and let the bands be coupled as in

H = v α·k + β E_g/2,

where the four matrices α_x, α_y, α_z and β anticommute and have unit square. The energies are ±√(E_g²/4 + v²k²), each doubly degenerate because of spin. The field moves k_x at the rate F and leaves k_y and k_z unchanged. Call W² = E_g²/4 + v²(k_y² + k_z²). The part of H without k_x anticommutes with α_x and has the square W². In a suitable basis H therefore splits into two equal blocks

i da/dt = vFt a + W b,   i db/dt = W a − vFt b.

Measure time by τ = √(vF) t and put λ = W²/(vF). Then i a′ = τa + √λ b and i b′ = √λ a − τb. Differentiate the first equation and eliminate b:

i a″ = a + τa′ + √λ b′,   √λ b′ = −iλa + iτ√λ b = −iλa + iτ(i a′ − τa).

The terms in τa′ cancel, and a″ + (τ² + i + λ)a = 0. Write a = exp(iτ²/2) f, which gives f″ + 2iτf′ + (2i + λ)f = 0. Try f = ∫₀^∞ du g(u) e^{cτu} with c = e^{−iπ/4}, so that c² = −i. In the second term τcu e^{cτu} = u ∂_u e^{cτu}, and an integration by parts leads to

−i u² g − 2i(ug)′ + (2i + λ)g = 0,   g = u^(−iλ/2) exp(−u²/4).

For τ → −∞, small u dominates, and f ≈ Γ(1 − iλ/2) (−cτ)^(−1+iλ/2). So a vanishes like 1/|τ|. From a′ ≈ iτa follows √λ b ≈ −2τa, and

|b|² = (4/λ) |Γ(1 − iλ/2)|² e^{πλ/4} = 2π e^{πλ/4}/sinh(πλ/2),

by |Γ(1 − iy)|² = πy/sinh(πy). For τ → +∞ the saddle at u = 2cτ contributes 2√π (2cτ)^(−iλ/2) exp(−iτ²) to f, and the end point u = 0 contributes a term that dies out as 1/τ. Hence |a|² = 4π e^{−πλ/4}. The ratio of final to initial probability is

2 sinh(πλ/2) e^{−πλ/2} = 1 − e^{−πλ}.

Early on, state b has the energy −vFt > 0, and later state a has the energy vFt > 0. This ratio is therefore the probability of remaining in the upper band. The probability of changing band is P = exp(−πW²/(vF)). For two states, unitarity makes it the same from below.

For each transverse momentum and spin, occupied states pass the gap at the rate F/(2π) per unit length. The rate per volume is

G_dir = 2 (F/2π) ∫ d²k_⊥/(4π²) P = (F/π) (1/4π²) (F/v) exp[−πE_g²/(4vF)] = F²/(4π³v) × exp[−πE_g²/(4vF)],   (12)

since ∫ d²k_⊥ exp(−πvk_⊥²/F) = F/v. ∎

Time evolution of the full four-component equation confirmed (12) to 0.2 percent for three choices of F and v.

The two factors F are the flux and a single transverse integral. Transverse momentum is conserved here, whereas a phonon can change it, and so an indirect transition has two independent transverse integrals. The indirect rate has no separate flux factor. In its place stands √F, from the width of the region where the phonon can act.

To compare the exponents, expand the energy near the edge, E_g/2 + v²k²/E_g. Each band has the mass E_g/(2v²), so μ = E_g/(4v²), and the exponent in (12) is π√μ E_g^(3/2)/(2F). The factor π/2 = 1.571 replaces 4√2/3 = 1.886 of the parabolic bands. This difference comes from the dispersion assumed inside the gap, not from the phonon. For the model gap and μ = 0.12 the exponents are 22.7 and 27.3. The direct rate is 3.9×10²² cm⁻³ s⁻¹ and the indirect rate at 4 K is 2.4×10¹⁷ cm⁻³ s⁻¹. Of this ratio of 1.6×10⁵, a factor e^4.56 ≈ 95 is the difference of the two exponents at the bare gap, which is due to the two dispersions; the emission channels, with Δ = E_g + ω, have larger exponents still. The ratio is thus specific to these models.

Emission against absorption

Because N/(N + 1) = exp(−ω/kT), the ratio of absorption to emission is exp(−ω/kT) J(E_g − ω)/J(E_g + ω). From (3), −d ln J/dΔ ≈ (3ζ/2 + 7/4)/Δ. For ω much smaller than E_g, the logarithm of the ratio of the two J is 2ω times this slope at Δ = E_g:

ln[J(E_g − ω)/J(E_g + ω)] ≈ (3ζ + 7/2) ω/E_g.   (13)

It is proportional to ω, as is the exponent ω/kT of the statistical factor. The phonon energy therefore cancels from the condition of equality. In leading order this condition is kT* = E_g/(3ζ) = F/(4κ), with κ = √(2μE_g). A quadrature test in weak field confirmed it to 1 percent.

In the model the leading estimate is 155.9 K. The term 7/2 in (13) divides it by 1 + 7/(6 × 27.3) = 1.043, giving 149.5 K, close to the 149.9 K found from the full functions in all four branches. At 300 K, above this temperature, the shorter barrier outweighs the scarcity of phonons. For 60 meV the barrier ratio is 104 and N/(N + 1) = 0.098. Their product, 10.2, is the ratio quoted at the opening.

Proof of part (d): thresholds in a junction

Let the valence electrons have the chemical potential V and the conduction electrons the chemical potential 0, both sides being degenerate. Positive V is reverse bias and drives electrons from the valence to the conduction band. The field is held fixed. The field is also taken to be uniform along the whole tunnelling path, as in an undoped layer between the two degenerate sides; in an abrupt junction the path spans much of the depletion region and the field varies strongly along it. The energies that matter, a range of about |V| + ω and some kT, are assumed to lie inside the overlap of the two bands by a margin of several times the mean transverse energy F/(2κ) of Lemma 4, about 27 meV in the model at 1 MV/cm. The margin cuts off the integrals over transverse energy in J: with 40 meV on each side about 63 percent of J remains, with 100 meV about 96 percent.

For an initial energy E and a final energy E ∓ ω, integrating the product of local densities over x gives J(E_g ± ω)/F, independent of E. The occupations depend on E and not on x. So the particle current per area contains, for each branch, the coefficients

g₊ = (2πD²/ρω) J(E_g + ω)/F,   g₋ = (2πD²/ρω) J(E_g − ω)/F,   (14)

with J summed over the valleys. Write f(E) = 1/(exp(E/kT) + 1) and n(y) = 1/(exp(y/kT) − 1). For two energies A and B measured from their chemical potentials,

f(A)[1 − f(B)] = [f(A) − f(B)]/(1 − exp((A − B)/kT)),

because the left side is f(A)f(B)e^{B/kT}, while f(A) − f(B) = f(A)f(B)(e^{B/kT} − e^{A/kT}). For upward transitions with emission, A = E − V and B = E − ω. Then A − B = −y with y = V − ω, and ∫ [f(A) − f(B)] dE = y. The integral of the occupation factors is y(1 + n(y)). For the reversed transition, in which a conduction electron absorbs the phonon, it is y n(y). The weights N + 1 and N give the net term g₊ y [1 + N + n(y)].

The other pair is upward absorption and downward emission, with y′ = V + ω and weights N and N + 1. Its net term is g₋ y′ [N(1 + n(y′)) − (N + 1)n(y′)] = g₋ y′ [N − n(y′)]. Together,

j = g₊ (V − ω)[1 + N + n(V − ω)] + g₋ (V + ω)[N − n(V + ω)].   (15)

As T → 0, N → 0, while n(y) → 0 for y > 0 and n(y) → −1 for y < 0. The first term becomes g₊(V − ω) for V > ω and zero below. The second becomes g₋(V + ω) for V < −ω and zero above. The conductance dj/dV thus steps up by g₊ at V = ω and by g₋ at V = −ω. ∎

Both thresholds belong to phonon emission, since a cold crystal has no phonons to give. In reverse bias a valence electron gives up ω on its way into the conduction band and crosses (E_g + ω)/F. In forward bias a conduction electron gives up ω on its way into the valence band, whose states at the lower energy lie closer, and it crosses (E_g − ω)/F.

At 4 K the 20 meV emission rate is 1.222×10¹⁷ cm⁻³ s⁻¹. Multiplied by the elementary charge and divided by 10⁶ V/cm, it gives g₊ = 1.602×10⁻¹⁹ × 1.222×10¹⁷/10⁶ = 1.96×10⁻⁸ S/cm², or 19.6 nS/cm². The reverse steps at 20, 40, 50 and 60 mV are 19.6, 4.5, 5.4 and 8.5 nS/cm². The forward steps are 92, 99, 260 and 880 nS/cm². Their ratios, from 4.7 to 104, grow with ω as (13) requires. These ratios apply to equal fields at the two thresholds. In a real junction the field rises in reverse and falls in forward bias, which works against the asymmetry and can remove most of it. If the field is proportional to U + V with a built-in drop U = 1.3 eV and equals 1 MV/cm at zero bias, the logarithm of the ratio falls by about (ζ + 5/2) 2ω/U, and the ratios shrink from 4.7 and 104 to about 1.9 and 6.7 for the 20 and 60 meV branches.

Remark (thermal width). For kT so far below ω that the curvature of the g₋ term of (15) is negligible across the whole peak, including its flank towards lower bias, d²j/dV² near V = ω is g₊ times the second derivative of y(1 + n(y)). With r = y/kT and n′ = −n(1 + n)/kT, this is

(1/kT) n(1 + n)[r(1 + 2n) − 2],

a peak of height 1/(6kT) at r = 0 and of full width 5.44 kT at half height. At 4 K the width is 1.9 meV, and explicit Fermi integrals with all four branches show separate extrema at the four phonon energies for each sign of the bias. At 300 K this condition no longer holds and the expression serves only as a measure of the thermal smearing; it has the width 141 meV, more than the whole range of the phonon energies, so the steps can no longer be resolved.

Remark (zero bias). At V = 0 the brackets in (15) vanish, because n(−ω) = −1 − N and n(ω) = N. The current is zero, as equilibrium demands. The derivatives of n remain, and both equal −N(N + 1)/kT at y = ∓ω. Hence

dj/dV at V = 0 is (g₊ + g₋)(ω/kT) N(N + 1).

For kT well below ω this conductance is thermally activated, falling as exp(−ω/kT); for kT above ω it grows like kT/ω. Summed over the branches of the model, it is 540 nS/cm² at 300 K and 4×10⁻²² nS/cm² at 4 K.

Remark (limits of validity). Formula (2) does not need weak field, but it needs parabolic bands at all depths that contribute to J. These spread around the s_c and s_v of Lemma 4 with the standard deviation σ = √(Fκ/(2M)), about 0.12 eV for the dominant valleys at 1 MV/cm. Here s_c = 0.6Δ and s_v = 0.4Δ, far from both edges, where real bands need not be parabolic. Since the masses enter the exponent, an error there changes the rate more strongly than it changes the power of F. The same sensitivity selects the valleys. The two valleys with mass 0.9 along the field have ζ = 37.4 at the bare gap, against 27.3 for the four with mass 0.2, and contribute less than 10⁻⁵ of the 20 meV emission rate. The remaining rates and parameters are in the numerical output.

Table of computed values

```
gap 1.1 eV; field 1.0 MV/cm = 1.9447e-04 a.u.
valley masses 0.9, 0.2; valence mass 0.3 (electron masses)
mass density 2300 kg/m^3; lattice constant 10.0 bohr
deformation potentials (eV/angstrom): [2. 2. 3. 5.]
phonon energies (meV): [20. 40. 50. 60.]
longitudinal valley: reduced mass 0.2250, zeta at bare gap 37.382
transverse valley: reduced mass 0.1200, zeta at bare gap 27.300
share of 4 transverse valleys, 20 meV emission: 0.999993
4 K, 20 meV: N 6.326e-26, emission 1.222e+17, absorption 3.635e-08 cm^-3 s^-1
4 K, 40 meV: N 4.001e-51, emission 2.791e+16, absorption 2.470e-33 cm^-3 s^-1
4 K, 50 meV: N 1.006e-63, emission 3.387e+16, absorption 1.635e-45 cm^-3 s^-1
4 K, 60 meV: N 2.531e-76, emission 5.279e+16, absorption 1.390e-57 cm^-3 s^-1
4 K total rate 2.3675e+17 cm^-3 s^-1
300 K, 20 meV: N 8.564e-01, emission 2.268e+17, absorption 4.922e+17 cm^-3 s^-1
300 K, 40 meV: N 2.704e-01, emission 3.545e+16, absorption 1.669e+17 cm^-3 s^-1
300 K, 50 meV: N 1.690e-01, emission 3.960e+16, absorption 2.745e+17 cm^-3 s^-1
300 K, 60 meV: N 1.089e-01, emission 5.854e+16, absorption 5.977e+17 cm^-3 s^-1
300 K total rate 1.8917e+18 cm^-3 s^-1
ratio of total rates 300 K / 4 K: 7.990
barrier gain J(Eg-w)/J(Eg+w): [  4.7   22.12  47.96 104.  ]
emission = absorption at T (K): [149.9 149.9 149.9 149.9]
weak-field estimate of that temperature: 155.9 K
0.5 MV/cm: zeta 56.095, local power 2.4575, full/leading J 0.9569
1.0 MV/cm: zeta 28.048, local power 2.4204, full/leading J 0.9183
2.0 MV/cm: zeta 14.024, local power 2.3582, full/leading J 0.8520
weak-field test: zeta 234.97, local power 2.4893
decay constant at phonon point 0.0994 bohr^-1
rms phonon spread: along field 0.0221, heavy axis 0.0343 bohr^-1
2 pi / lattice constant: 0.6283 bohr^-1
reverse-bias threshold peaks (mV): [20. 40. 50. 60.]
forward-bias threshold peaks (mV): [-60. -50. -40. -20.]
reverse conductance steps (nS/cm^2): [19.576  4.471  5.427  8.458]
forward conductance steps (nS/cm^2): [ 92.072  98.898 260.294 879.613]
peak full width 5.439 kT; 1.875 meV at 4 K, 140.6 meV at 300 K
zero-bias conductance at 4 K: 4.098e-22 nS/cm^2
zero-bias conductance at 300 K: 5.426e+02 nS/cm^2
direct model: velocity 0.2902 a.u., exponent 22.742
direct rate, same gap and reduced mass: 3.895e+22 cm^-3 s^-1
```
